# Inverse Compton power of an electron in an isotropic photon gas: a numerical check

```python
"""Inverse Compton scattering of an isotropic photon gas in the Thomson limit.

Result under test, for an electron of speed beta*c and Lorentz factor gamma:
    net power to radiation  P = (4/3) sigma_T c gamma^2 beta^2 U
    mean scattered energy   <eps_1> = gamma^2 (1 + beta^2/3) <eps>
U: lab energy density, n: lab number density, <eps> = U/n,
sigma_T: Thomson cross section.  Hartree atomic units (hbar = m = e = 1).
"""
import numpy as np
from scipy import constants as const
from scipy.special import zeta

pc = const.physical_constants
c = 1.0 / const.fine_structure
mc2 = c**2
sigma_T = 8 * np.pi / 3 / c**4
hartree_eV = pc["Hartree energy in eV"][0]
power_W = pc["Hartree energy"][0] / pc["atomic unit of time"][0]
bohr = pc["Bohr radius"][0]
assert abs(sigma_T * bohr**2 / pc["Thomson cross section"][0] - 1) < 1e-7


def lorentz(beta):
    return 1 / np.sqrt(1 - beta**2)


def speed(gamma):
    return np.sqrt(1 - 1 / gamma**2)


def planck_moments(beta, kT):
    """Number density, energy density and z energy flux of a lab blackbody,
    integrated over photon momentum in the frame moving at beta along z.
    Only the invariance of the occupation number is used."""
    gamma = lorentz(beta)
    mu, w_mu = np.polynomial.legendre.leggauss(240)
    log_e = np.linspace(np.log(1e-6 * kT), np.log(2e3 * kT), 900)
    energy = np.exp(log_e)[None, :]
    lab_energy = gamma * energy * (1 + beta * mu[:, None])
    x = lab_energy / kT
    occupation = np.exp(-x) / (-np.expm1(-x))
    step = log_e[1] - log_e[0]
    density = energy**3 * occupation * w_mu[:, None] * step
    density = density / (2 * np.pi**2 * c**3)
    number = density.sum()
    energy_density = (density * energy).sum()
    flux = c * (density * energy * mu[:, None]).sum()
    return number, energy_density, flux


def compton_rates(beta, eps):
    """Isotropic monochromatic gas, full Compton kinematics and the
    Klein-Nishina cross section, with explicit four-vector boosts.
    Returns event rate / (c sigma_T n), and scattered and removed
    energy rates / (c sigma_T n eps), all in the lab."""
    gamma = lorentz(beta)
    to_rest = np.eye(4)
    to_rest[0, 0] = to_rest[3, 3] = gamma
    to_rest[0, 3] = to_rest[3, 0] = -gamma * beta
    to_lab = to_rest.copy()
    to_lab[0, 3] = to_lab[3, 0] = gamma * beta
    node, weight = np.polynomial.legendre.leggauss(24)
    phi = 2 * np.pi * np.arange(8) / 8
    cos_t, azimuth = np.meshgrid(node, phi, indexing="ij")
    sin_t = np.sqrt(1 - cos_t**2)
    rate = scattered = removed = 0.0
    for mu, w_mu in zip(node, weight):
        k_lab = eps * np.array([1, np.sqrt(1 - mu**2), 0, mu])
        k_rest = to_rest @ k_lab
        e_in = k_rest[0]
        axis = k_rest[1:] / e_in
        side_y = np.array([0.0, 1.0, 0.0])
        side_x = np.cross(side_y, axis)
        direction = (cos_t[..., None] * axis
                     + (sin_t * np.cos(azimuth))[..., None] * side_x
                     + (sin_t * np.sin(azimuth))[..., None] * side_y)
        e_out = e_in / (1 + e_in / mc2 * (1 - cos_t))
        k_out = np.concatenate([e_out[..., None],
                                e_out[..., None] * direction], axis=-1)
        lab_out = (k_out @ to_lab.T)[..., 0]
        r = e_out / e_in
        cross = 3 / 8 * r**2 * (r + 1 / r - sin_t**2)
        cross = cross * weight[:, None] / len(phi)
        closing = w_mu / 2 * (1 - beta * mu)
        rate += closing * cross.sum()
        scattered += closing * (cross * lab_out).sum() / eps
        removed += closing * cross.sum()* k_lab[0] / eps
    return rate, scattered, removed


# Worked example: blackbody gas and a fast electron.
kT, gamma = 0.02, 10.0
beta = speed(gamma)
n, U, flux_lab = planck_moments(0.0, kT)
assert abs(n / (2 * zeta(3) / np.pi**2 * (kT / c)**3) - 1) < 1e-8
assert abs(U / (np.pi**2 * kT**4 / (15 * c**3)) - 1) < 1e-8
assert abs(flux_lab) < 1e-10 * c * U
mean_eps = U / n

# Boosted gas: momentum-space quadrature against the derived factors.
n_rest, U_rest, flux_rest = planck_moments(beta, kT)
assert abs(n_rest / (gamma * n) - 1) < 1e-7
assert abs(U_rest / (gamma**2 * (1 + beta**2 / 3) * U) - 1) < 1e-7
assert abs(flux_rest / (-4 / 3 * gamma**2 * beta * c * U) - 1) < 1e-7

# Net power: the drag force in the electron frame gives the same loss.
P = 4 / 3 * sigma_T * c * gamma**2 * beta**2 * U
drag_power = -beta * c * sigma_T * flux_rest / c
assert abs(drag_power / P - 1) < 1e-7

# Scattering integral at tiny photon energy, from slow to fast electrons.
# Tolerance 1e-5 covers the physical recoil correction at this energy.
table = []
for g in (1.1, 2.0, 10.0, 100.0):
    b = speed(g)
    rate, scattered, removed = compton_rates(b, 1e-7 * mc2 / g)
    assert abs(rate - 1) < 1e-5
    assert abs(removed - 1) < 1e-5
    assert abs(scattered / (g**2 * (1 + b**2 / 3)) - 1) < 1e-5
    gain = scattered - removed
    assert abs(gain / (4 / 3 * g**2 * b**2) - 1) < 1e-5
    table.append((g, scattered / rate, gain / rate, 4 / 3 * g**2))

# Largest energy ratio: head-on photon, reversed in the electron frame.
boost = gamma * np.array([[1, -beta], [-beta, 1]])
head_on = boost @ np.array([1.0, -1.0])
back = np.linalg.solve(boost, head_on * np.array([1, -1]))
max_ratio = back[0]
assert abs(max_ratio / (gamma**2 * (1 + beta)**2) - 1) < 1e-10

# Recoil: an electron at rest gains eps^2/(m c^2) per event.
x_rest = 1e-5
rate, scattered, removed = compton_rates(0.0, x_rest * mc2)
assert abs((removed - scattered) / rate / x_rest - 1) < 1e-3

# Slow electron: gain and recoil balance at eps = (4/3) beta^2 m c^2.
b_slow = 0.01
x_balance = 4 / 3 * b_slow**2
rate, scattered, removed = compton_rates(b_slow, x_balance * mc2)
balance_residual = (scattered - removed) / x_balance
assert abs(balance_residual) < 5e-3


def power_deficit(eps):
    _, out, taken = compton_rates(beta, eps)
    return 1 - (out - taken) / (4 / 3 * gamma**2 * beta**2)


# The leading correction is linear in the photon energy.
linear_ratio = power_deficit(2 * mean_eps) / power_deficit(mean_eps)
assert abs(linear_ratio - 2) < 0.01

# Klein-Nishina correction averaged over the Planck energy spectrum.
x_node, x_weight = np.polynomial.laguerre.laggauss(32)
energy_weight = x_weight * x_node**3 / (-np.expm1(-x_node))
deficits = np.array([power_deficit(x * kT) for x in x_node])
planck_deficit = (energy_weight * deficits).sum() / energy_weight.sum()
assert 0 < planck_deficit < 1e-3

event_rate = c * sigma_T * n
P_scattered = c * sigma_T * U_rest
P_removed = c * sigma_T * U
assert abs((P_scattered - P_removed) / P - 1) < 1e-7
mean_scattered = P_scattered / event_rate
mean_gain = P / event_rate
temperature = kT * pc["hartree-kelvin relationship"][0]

print("WORKED EXAMPLE (a.u. = Hartree atomic units)")
print(f"kT = {kT:.3f} hartree (T = {temperature:.0f} K)")
print(f"gamma = {gamma:.1f}, beta = {beta:.6f}")
print(f"speed of light c = {c:.4f} a.u.")
print(f"electron rest energy = {mc2:.1f} hartree")
print(f"sigma_T = {sigma_T:.5e} bohr^2")
print(f"photon density n = {n:.5e} bohr^-3")
print(f"energy density U = {U:.5e} hartree/bohr^3")
print(f"mean photon energy = {mean_eps:.6f} hartree")
print(f"n'/n from quadrature = {n_rest / n:.5f}")
print(f"U'/U from quadrature = {U_rest / U:.5f}")
print(f"flux'/(c U) from quadrature = {flux_rest / (c * U):.5f}")
print(f"scattering rate = {event_rate:.5e} per a.u. of time")
print(f"scattered power = {P_scattered:.5e} a.u.")
print(f"removed power = {P_removed:.5e} a.u.")
print(f"net power P = {P:.5e} a.u. = {P * power_W:.4e} W")
print(f"power from drag force = {drag_power:.5e} a.u.")
print(f"mean scattered energy = {mean_scattered:.5f} hartree"
      f" = {mean_scattered * hartree_eV:.2f} eV")
print(f"mean gain per event = {mean_gain:.5f} hartree")
print(f"gain / electron energy = {mean_gain / (gamma * mc2):.3e}")
print(f"largest energy ratio = {max_ratio:.4f}")
print(f"gamma <eps>/(m c^2) = {gamma * mean_eps / mc2:.3e}")
print(f"Klein-Nishina power deficit, Planck = {planck_deficit:.3e}")
print(f"deficit ratio on doubling eps = {linear_ratio:.4f}")
print("MEAN ENERGY RATIOS from the scattering integral")
print("gamma | scattered/incident | gain/incident | (4/3)gamma^2")
for g, ratio, gain, limit in table:
    print(f"{g:6.1f} | {ratio:.4f} | {gain:.4f} | {limit:.4f}")
print("SLOW ELECTRON")
print(f"beta = {b_slow}, balance eps/(m c^2) = {x_balance:.4e}")
print(f"net gain / Thomson gain there = {balance_residual:.2e}")
print("all good")
```

Running it gives:

```
WORKED EXAMPLE (a.u. = Hartree atomic units)
kT = 0.020 hartree (T = 6316 K)
gamma = 10.0, beta = 0.994987
speed of light c = 137.0360 a.u.
electron rest energy = 18778.9 hartree
sigma_T = 2.37564e-08 bohr^2
photon density n = 7.57253e-13 bohr^-3
energy density U = 4.09095e-14 hartree/bohr^3
mean photon energy = 0.054024 hartree
n'/n from quadrature = 10.00000
U'/U from quadrature = 133.00000
flux'/(c U) from quadrature = -132.66499
scattering rate = 2.46522e-18 per a.u. of time
scattered power = 1.77129e-17 a.u.
removed power = 1.33180e-19 a.u.
net power P = 1.75798e-17 a.u. = 3.1685e-18 W
power from drag force = 1.75798e-17 a.u.
mean scattered energy = 7.18513 hartree = 195.52 eV
mean gain per event = 7.13111 hartree
gain / electron energy = 3.797e-05
largest energy ratio = 397.9975
gamma <eps>/(m c^2) = 2.877e-05
Klein-Nishina power deficit, Planck = 2.570e-04
deficit ratio on doubling eps = 1.9997
MEAN ENERGY RATIOS from the scattering integral
gamma | scattered/incident | gain/incident | (4/3)gamma^2
   1.1 | 1.2800 | 0.2800 | 1.6133
   2.0 | 5.0000 | 4.0000 | 5.3333
  10.0 | 133.0000 | 132.0000 | 133.3333
 100.0 | 13332.9952 | 13331.9952 | 13333.3333
SLOW ELECTRON
beta = 0.01, balance eps/(m c^2) = 1.3333e-04
net gain / Thomson gain there = -1.23e-04
all good
```
